# Alumina loading of a heat-conducting epoxy from Maxwell's formula

## Question

An epoxy for chip packaging conducts heat poorly. Alumina powder is to be mixed in to raise its thermal conductivity to a target \(k=1\) W/(m K). Take \(k_m=0.2\) W/(m K) for the epoxy and \(k_p=30\) W/(m K) for the alumina. The particles are spheres that fill a fraction \(\phi\) of the volume. Conduction is steady, and the heat flux is \(-k\nabla T\). Except in part (e), temperature is continuous across each particle surface.

**(a)** One sphere of radius \(a\) lies in epoxy in which the temperature far away is \(Gr\cos\theta\). Find the temperature disturbance outside it.

**(b)** Derive Maxwell's formula for the conductivity of the mixture, stating what is neglected. Solve it for \(\phi\) and evaluate the loading, by volume and by mass. Use rough densities of 3.9 g/cm³ for alumina and 1.2 g/cm³ for epoxy.

**(c)** Show that a sphere of alumina coated with epoxy can obey the same formula at any loading. What does this say about the formula's validity?

**(d)** Which matters more to the result, the alumina or the epoxy?

**(e)** Each particle surface now has a contact resistance \(R=5\times10^{-8}\) m² K/W, an assumed round value. Find the loading for particle radii of 5 µm and 0.1 µm.

**(f)** How strongly does the loading depend on the arrangement of the filler? Consider flat layers, cubic arrays, and a mixture with a very broad range of particle sizes.

## Model answers

### (a) One sphere

In steady conduction \(\nabla^2T=0\) within each material. For \(T=f(r)\cos\theta\) this becomes

\[
r^2f''+2rf'-2f=0 .
\]

Trying \(f=r^n\) gives \(n(n+1)=2\), so \(n=1\) or \(n=-2\). The temperature is finite at the centre, hence

\[
T_{\rm in}=Ar\cos\theta,\qquad
T_{\rm out}=\left(Gr+\frac{D}{r^2}\right)\cos\theta .
\]

Continuity of temperature and of normal heat flux at \(r=a\) requires

\[
A=G+\frac{D}{a^3},\qquad
k_pA=k_m\left(G-\frac{2D}{a^3}\right).
\]

Substituting the first equation into the second and collecting terms,

\[
(k_p+2k_m)\frac{D}{a^3}=-(k_p-k_m)G .
\]

The disturbance is therefore \(D\cos\theta/r^2\), with

\[
D=-\beta a^3G,\qquad \beta=\frac{k_p-k_m}{k_p+2k_m}.
\]

It is a dipole field. Its sign reverses if the particle conducts less well than the epoxy, and it vanishes if the two conductivities are equal.

### (b) Maxwell's formula and the loading

Consider a large sphere of radius \(b\), cut from the mixture and surrounded by pure epoxy. It contains particles of radii \(a_i\), with \(\sum_i a_i^3=\phi b^3\). Suppose that each particle responds to the applied gradient \(G\) alone, so that the fields of its neighbours are neglected. Far away, at \(r\gg b\), the separate positions no longer matter to leading order and the dipoles add:

\[
D_{\rm total}=-\beta G\sum_i a_i^3=-\beta\phi b^3G .
\]

A uniform sphere of conductivity \(k\) and radius \(b\) would give, by part (a),

\[
D_{\rm total}=-\frac{k-k_m}{k+2k_m}\,b^3G .
\]

The mixture is assigned the \(k\) that makes these equal:

\[
\frac{k-k_m}{k+2k_m}=\beta\phi .
\]

To solve for \(k\), write \(x=\beta\phi\). Then \(k-k_m=x(k+2k_m)\), so \(k(1-x)=k_m(1+2x)\) and

\[
k=k_m\frac{1+2x}{1-x}.
\]

At small \(\phi\) this gives \(k\simeq k_m(1+3\beta\phi)\). The derivation justifies this dilute result; at high loading the formula is an estimate.

Solving for the loading instead needs one division:

\[
\phi=\frac{(k-k_m)(k_p+2k_m)}{(k+2k_m)(k_p-k_m)} .
\]

The numbers are

\[
\frac{k-k_m}{k+2k_m}=\frac{0.8}{1.4}=0.5714,\qquad
\beta=\frac{29.8}{30.4}=0.9803,
\]

\[
\phi=\frac{0.5714}{0.9803}=0.583 .
\]

Maxwell's formula asks for about 58 percent alumina by volume. Putting the rounded value \(\phi=0.58\) back gives \(x=0.5686\) and

\[
k=0.2\times\frac{2.1371}{0.4314}=0.99\ \text{W/(m K)},
\]

which is 1 percent below the target.

For weighing out the mixture, the mass fraction is

\[
w=\frac{3.9\,\phi}{3.9\,\phi+1.2(1-\phi)}
=\frac{2.273}{2.273+0.500}=0.82 .
\]

The mixture is thus about 82 percent alumina by mass.

### (c) The coated sphere

Let an alumina core of radius \(a\) have an epoxy coating out to radius \(b\), so that \(\phi=a^3/b^3\). Surround it with a uniform medium of conductivity \(k\). We ask whether the temperature in that medium can remain exactly \(Gr\cos\theta\), as if the coated sphere were absent.

In the coating, \(T=(G'r+D'/r^2)\cos\theta\). The conditions at the core are those of part (a) with \(G\) replaced by \(G'\), so \(D'=-\beta a^3G'\) and \(D'/b^3=-\beta\phi G'\). Continuity of temperature and flux at \(r=b\) then gives

\[
G=G'(1-\beta\phi),\qquad
kG=k_mG'(1+2\beta\phi).
\]

Dividing the second by the first,

\[
k=k_m\frac{1+2\beta\phi}{1-\beta\phi},
\]

which is Maxwell's formula, with no assumption that \(\phi\) is small.

Since such a coated sphere leaves its surroundings undisturbed, another can be inserted beside it, and then more, of ever smaller size, until the medium \(k\) has been replaced entirely. All have the same ratio \(a/b\). The heat flow through the specimen never changes, so the final composite has conductivity \(k\).

The formula is therefore exact for this special structure at any loading. Each particle there keeps its own epoxy coat, and no two particles touch. For another structure at 58 percent, exactness does not follow.

### (d) Alumina or epoxy?

If the filler conducted perfectly, \(k_p\to\infty\) and \(\beta\to1\), and the loading would fall only from 0.583 to 0.571. Heat must still cross the epoxy between particles.

Now hold the loading at 0.583 and change one material at a time in Maxwell's formula:

- Alumina reduced from 30 to 20 W/(m K): \(k=0.98\) W/(m K), a fall of about 2 percent.
- Epoxy raised from 0.20 to 0.22 W/(m K): \(k=1.10\) W/(m K), a rise of about 10 percent.

In this model the epoxy matters far more, and a one-third loss in the alumina's conductivity has little effect. The size of that effect depends on the arrangement: in the broad-size model of part (f), at the same loading, the same loss lowers \(k\) by about 8 percent.

The cost of a higher target follows from differentiating \(\phi=(k-k_m)/[\beta(k+2k_m)]\):

\[
\frac{d\phi}{dk}
=\frac{(k+2k_m)-(k-k_m)}{\beta(k+2k_m)^2}
=\frac{3k_m}{\beta(k+2k_m)^2}.
\]

At the target this is \(0.6/(0.9803\times1.96)=0.31\) per W/(m K). A further 0.1 W/(m K) costs about 3 percentage points of loading.

### (e) Contact resistance

The outward flux at the surface is \(-k_pA\cos\theta\). The temperature drop in the outward direction is \(R\) times this flux, so

\[
T_{\rm out}-T_{\rm in}=Rk_pA\cos\theta .
\]

The first condition of part (a) becomes

\[
A\left(1+\frac{Rk_p}{a}\right)=G+\frac{D}{a^3},
\]

while the flux condition is unchanged. Define

\[
A'=A\left(1+\frac{Rk_p}{a}\right),\qquad
k_p'=\frac{k_p}{1+Rk_p/a}.
\]

Then \(k_p'A'=k_pA\), and both conditions take their original form with \(A'\) and \(k_p'\). For a sphere in a uniform gradient, and hence in Maxwell's formula, a resistive surface thus acts as a less conducting particle. In a dense packing, where the field around each sphere is not uniform, this single reduced value somewhat understates the effect of the resistance.

For \(a=5\) µm, \(Rk_p/a=0.3\), so \(k_p'=23.1\) W/(m K) and the loading is 0.586. The change is negligible.

For \(a=0.1\) µm, \(Rk_p/a=15\), so \(k_p'=1.875\) W/(m K). Then \(\beta=1.675/2.275=0.736\), and the loading is \(0.5714/0.736=0.78\). Equal spheres packed at random fill roughly 64 percent of space, so equal particles this small could not reach the target in this model.

### (f) Arrangement

**Flat layers.** If heat flows along the layers, they conduct in parallel:

\[
k=\phi k_p+(1-\phi)k_m,\qquad
\phi=\frac{0.8}{29.8}=0.027 .
\]

If heat flows across them, their resistances add:

\[
\frac1k=\frac{\phi}{k_p}+\frac{1-\phi}{k_m},\qquad
\phi=\frac{1/k_m-1/k}{1/k_m-1/k_p}=0.81 .
\]

The same target needs 3 percent or 81 percent alumina, according to direction. A volume fraction alone does not fix the conductivity.

**Cubic arrays.** In a cubic array the dipole fields of the neighbours, taken alone, lead back to Maxwell's formula. The departures from it come from the non-uniform part of the neighbours' fields (higher multipoles), which calls for a numerical solution. By symmetry, one eighth of the cubic cell suffices, with two opposite faces at fixed temperatures and the other four insulated. It was divided into \(48^3\) small cubes, and the heat balance of every cube was solved (the finite-volume method). The results, in W/(m K), are:

| Loading | Maxwell | Body-centred cubic | Simple cubic |
|---|---|---|---|
| 0.45 | 0.674 | 0.687 | 0.786 |
| 0.583 | 1.000 | 1.109 | – |

Going from \(24^3\) to \(48^3\) cubes moved the body-centred value at 0.583 by 0.002 and the simple cubic value by 0.0005. The remaining mesh error is up to about 0.001, so the last digit shown is uncertain by about one unit. The simple cubic array has no entry at 0.583 because its spheres already touch at a loading of \(\pi/6\simeq0.524\). At a loading of 0.45, the body-centred array exceeds Maxwell's value by 2 percent and the simple cubic array by 17 percent. At 0.583 the body-centred array exceeds the target by 11 percent. A plausible cause is the concentration of heat flow in the narrow gaps between neighbouring spheres, which Maxwell's argument leaves out.

**Very broad range of sizes.** Add the filler in small steps, each with particles much larger than those already present. The existing mixture then acts as a uniform matrix of conductivity \(k\). If a small fraction \(dv\) of the volume is replaced by alumina, the dilute result of part (b) gives

\[
dk=3k\,\frac{k_p-k}{k_p+2k}\,dv .
\]

The replaced volume already contained a fraction \(\phi\) of alumina, so \(d\phi=(1-\phi)\,dv\). Hence

\[
\frac{d\phi}{1-\phi}
=\frac{k_p+2k}{3k(k_p-k)}\,dk
=\left(\frac{1}{3k}+\frac{1}{k_p-k}\right)dk .
\]

Integrating from \(\phi=0\), \(k=k_m\),

\[
-\ln(1-\phi)=\frac13\ln\frac{k}{k_m}-\ln\frac{k_p-k}{k_p-k_m},
\]

\[
1-\phi=\frac{k_p-k}{k_p-k_m}\left(\frac{k_m}{k}\right)^{1/3}.
\]

For the target, \(1-\phi=(29/29.8)(0.2)^{1/3}=0.569\), so \(\phi=0.43\). Conversely, solving this equation numerically for \(k\) at \(\phi=0.583\) gives 2.2 W/(m K), more than twice Maxwell's value. A broad range of sizes does not by itself ensure this gain. The coated spheres of part (c) also come in all sizes, yet they need 58 percent. There each particle keeps an epoxy coat in proportion to its size, whereas here the large particles are surrounded by a matrix already enriched with smaller ones.

**Use in a real package.** The two given conductivities are rough typical values for an unfilled epoxy and dense alumina near room temperature. Real powders have irregular shapes, a spread of sizes and some contacts between particles, so the assumption of isolated, coated spheres is open to doubt. Replacing it by the broad-size model moves the loading from 58 to 43 percent. The epoxy value matters nearly as much: with 0.3 instead of 0.2 W/(m K), Maxwell's formula asks for 45 percent. The assumed contact resistance moves the loading by less than 1 percentage point for 5 µm particles. A broad size range, however, includes much smaller particles, and the 43 percent ignores their contact resistance: the same stepwise scheme with radii spread evenly on a logarithmic scale from 0.05 to 5 µm needs about 49 percent. The 58 percent is thus a first estimate, to be settled by measuring the actual mixture. It is also close to the random packing limit of equal spheres, where a paste becomes hard to mix and dispense.

All numerical values are calculated from the stated model.
